# Electron density and chemical potential of a quantum wire

## The problem

Electrons in a long straight wire are confined across the wire and free along it. Subband \(i\) has the energies \(E_i+\hbar^2k^2/2m\), where \(E_i\) is its edge, \(m\) the effective mass and \(k\) the wavenumber along the wire. Each state holds one electron of each spin, there is one valley, and interactions are left out. The temperature is \(T\) and the chemical potential is \(\mu\).

**(a)** Express the density per unit length of one subband through \(\eta_i=(\mu-E_i)/kT\) and the Fermi–Dirac integral

\[
F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{1+e^{x-\eta}} .
\]

In \(kT\), in \(E_F/k\) and in \(d\mu/dT\) the letter \(k\) is Boltzmann's constant; elsewhere it is the wavenumber.

**(b)** Keep one subband, put its edge at zero energy and hold the density \(n\) fixed. In which direction does \(\mu\) move when the wire is warmed from \(T=0\), and by how much to leading order? Compare with a single parabolic band in two and three dimensions.

**(c)** What does \(\mu\) do at higher temperatures? Show how many turning points it has, and find them.

**(d)** Evaluate the results for \(m=0.1\) electron masses and \(n=10^8\ \mathrm{m^{-1}}\). These are round model parameters.

## Hints

1. For (a), count the states of a ring of length \(L\), then change the variable from wavenumber to energy. Both signs of \(k\) count.
2. For (b), work with the number of states below an energy, not with the density of states. In the wire the first is finite at the band edge and the second is not.
3. For (c), first ask how \(n\) changes with \(T\) at fixed \(\mu\). The derivative of the Fermi function is even about \(\mu\), so states at equal distances above and below \(\mu\) can be paired.
4. To count the turning points, measure the distance from \(\mu\) in units of \(\mu\), and ask where the paired contribution changes sign.

## Solution

### (a) The density

On a ring of length \(L\) the allowed wavenumbers are spaced by \(2\pi/L\). For large \(L\) the sum over them becomes an integral, and with a factor 2 for spin

\[
n_i=\frac{2}{L}\sum_k f=\frac{2}{2\pi}\int_{-\infty}^{\infty}f\,dk=\frac{2}{\pi}\int_0^\infty f\,dk ,
\]

where \(f\) is the Fermi function. The last step uses the equal energies of \(k\) and \(-k\). Let \(E=\hbar^2k^2/2m\) be the energy above the subband edge. Then

\[
k=\frac{\sqrt{2mE}}{\hbar},\qquad dk=\frac{\sqrt{2m}}{2\hbar}\,\frac{dE}{\sqrt E},
\]

so that

\[
n_i=\int_0^\infty g(E)f\,dE,\qquad g(E)=\frac{\sqrt{2m}}{\pi\hbar}\,\frac{1}{\sqrt E}.
\]

The density of states \(g\) diverges at the edge, but its integral is finite. Now put \(E=kT\,x\). Since \(dE/\sqrt E=\sqrt{kT}\,dx/\sqrt x\),

\[
n_i=\frac{\sqrt{2mkT}}{\pi\hbar}\int_0^\infty\frac{x^{-1/2}dx}{1+e^{x-\eta_i}} .
\]

The integral equals \(\Gamma(1/2)F_{-1/2}=\sqrt\pi\,F_{-1/2}\), and \(\sqrt\pi/\pi=1/\sqrt\pi\). Hence

\[
\boxed{\,n_i=\frac{1}{\hbar}\sqrt{\frac{2mkT}{\pi}}\;F_{-1/2}(\eta_i)\,}
\]

The total density is the sum over subbands. If \(F_{-1/2}\) were defined without the Gamma function, the prefactor would be smaller by \(\sqrt\pi\). Explicit sums over the states of a long ring agree with this formula to within one part in a million at the nine pairs of \(\mu\) and \(T\) tested.

**Fixed density.** From here on there is one subband, with its edge at zero. At \(T=0\) the states with \(|k|<k_F\) are full, so \(n=2k_F/\pi\) and

\[
k_F=\frac{\pi n}{2},\qquad E_F=\frac{\hbar^2k_F^2}{2m}=\frac{\pi^2\hbar^2n^2}{8m}.
\]

The first relation gives \(\sqrt{2m}/\hbar=\pi n/(2\sqrt{E_F})\). Inserting this in the boxed formula and writing \(t=kT/E_F\), we find

\[
n=\frac{\sqrt\pi}{2}\,n\sqrt t\,F_{-1/2}(\eta)
\quad\Longrightarrow\quad
\sqrt{\pi t}\;F_{-1/2}(\eta)=2 .
\tag{1}
\]

The mass and the density have dropped out, so \(\mu/E_F=\eta t\) is a universal function of \(t\).

### (b) The first change on warming

Treat all dimensions \(D=1,2,3\) together, with \(n\) the density per length, area or volume. A parabolic band has \(g(E)\propto E^{D/2-1}\). Let \(N(E)=\int_0^E g\,dE'\) be the density of states counted up to \(E\), so \(N\propto E^{D/2}\). Integration by parts gives

\[
n=\int_0^\infty g f\,dE=\int_0^\infty N(E)\left(-\frac{\partial f}{\partial E}\right)dE ,
\]

because \(N(0)=0\) and \(f\) vanishes at infinity. With \(y=(E-\mu)/kT\),

\[
-\frac{\partial f}{\partial E}=\frac{w(y)}{kT},\qquad w(y)=\frac{1}{4\cosh^2(y/2)} .
\]

This weight is even, has unit area and is a few \(kT\) wide. For \(kT\ll\mu\) we may expand \(N\) about \(\mu\). What happens at the band edge carries a factor of order \(e^{-\mu/kT}\) and does not enter the powers of \(T\). The linear term vanishes by symmetry. The quadratic term needs

\[
\int_{-\infty}^{\infty}y^2w\,dy=2\int_0^\infty y^2w\,dy=4\int_0^\infty\frac{y\,dy}{1+e^y}
=4\left(1-\frac14+\frac19-\dots\right)=\frac{\pi^2}{3}.
\]

The second step is an integration by parts, the third expands the fraction in powers of \(e^{-y}\), and the bracket sums to \(\pi^2/12\). Therefore, with \(N''=g'\),

\[
n\simeq N(\mu)+\frac{\pi^2}{6}(kT)^2g'(\mu).
\]

At \(T=0\) the same density is \(n=N(E_F)\simeq N(\mu)+(E_F-\mu)\,g(E_F)\). Equating the two expressions, and replacing \(\mu\) by \(E_F\) in the small term, gives

\[
\mu\simeq E_F-\frac{\pi^2}{6}(kT)^2\,\frac{g'(E_F)}{g(E_F)} .
\]

For the parabolic band \(g'/g=(D/2-1)/E_F\), so

\[
\frac{\mu}{E_F}\simeq1+\frac{\pi^2}{12}(2-D)\,t^2 .
\tag{2}
\]

In the wire \(\mu\) rises, with coefficient \(+\pi^2/12=0.8225\). In three dimensions it falls with the opposite coefficient. Coefficients extracted from the full integrals are \(0.8224\) and \(-0.8225\).

In two dimensions the quadratic term is zero and the integral must be done in full. There \(g\) is constant, so \(n=gE_F\), while \(\int_0^\infty f\,dE=kT\ln(1+e^{\mu/kT})\). Equating the two,

\[
\mu=kT\ln\!\left(e^{E_F/kT}-1\right)=E_F+kT\ln\!\left(1-e^{-E_F/kT}\right).
\]

The last logarithm is negative, so \(\mu\) lies below \(E_F\) at every \(T>0\), at first by the exponentially small amount \(kT\,e^{-E_F/kT}\).

The meaning is simple. At fixed \(\mu\), warming empties states below \(\mu\) and fills states above it. In the wire there are more states just below \(\mu\) than just above, so electrons would be lost, and \(\mu\) must rise to keep their number. If a reservoir fixes \(\mu\) relative to the subband edge instead, the density of the wire falls at first.

### (c) The whole temperature range

**A formula for the sign.** At constant \(n\),

\[
\left(\frac{\partial\mu}{\partial T}\right)_n=-\frac{(\partial n/\partial T)_\mu}{(\partial n/\partial\mu)_T}.
\]

The denominator is \(\int g\,(-\partial f/\partial E)\,dE>0\). For the numerator, \(f\) depends on \(T\) through \((E-\mu)/kT\), so \(\partial f/\partial T=\frac{E-\mu}{T}(-\partial f/\partial E)\). The sign of \((\partial n/\partial T)_\mu\) is thus the sign of

\[
A=\int g(E)\,(E-\mu)\,w\!\left(\frac{E-\mu}{kT}\right)dE
=\int_0^\infty\varepsilon\,\big[g(\mu+\varepsilon)-g(\mu-\varepsilon)\big]\,w\!\left(\frac{\varepsilon}{kT}\right)d\varepsilon ,
\tag{3}
\]

where \(g=0\) below the edge. The second form pairs the energies \(\mu\pm\varepsilon\). A positive \(A\) means that \(\mu\) falls on warming.

**Two and three dimensions.** Here \(g\) never decreases with energy, so the bracket is never negative. It is positive for \(\varepsilon>|\mu|\), where the lower partner lies below the edge. So \(A>0\), and \(\mu\) falls at every \(T>0\).

**The wire.** If \(\mu\le0\), every lower partner lies below the edge, so \(A>0\) and \(\mu\) falls. If \(\mu>0\), put \(\varepsilon=\mu s\). Up to a positive factor, \(A\) is

\[
\int_0^\infty s\,b(s)\,w(\eta s)\,ds,\qquad
b(s)=\begin{cases}(1+s)^{-1/2}-(1-s)^{-1/2}, & s<1,\\ (1+s)^{-1/2}, & s>1.\end{cases}
\]

The function \(b\) is negative for \(0<s<1\) and positive for \(s>1\). Dividing by the positive number \(w(\eta)\) does not change the sign of the integral, so consider

\[
R(\eta)=\int_0^\infty s\,b(s)\,\frac{w(\eta s)}{w(\eta)}\,ds .
\]

Since \(w'(y)/w(y)=-\tanh(y/2)\),

\[
\frac{\partial}{\partial\eta}\ln\frac{w(\eta s)}{w(\eta)}=\tanh\frac{\eta}{2}-s\tanh\frac{\eta s}{2}.
\]

The right side is positive for \(s<1\) and negative for \(s>1\). As \(\eta\) grows, the negative part of the integrand therefore becomes larger in size and the positive part smaller, so \(R\) decreases strictly.

For \(\eta\to0\) the positive part extends to \(s\sim1/\eta\) and grows as \(\eta^{-3/2}\), while the negative part stays bounded, so \(R>0\). For large \(\eta\), part (b) gives \(R<0\). Hence \(R\) has one zero, \(\eta^*\).

It remains to pass from \(\eta\) to \(T\). In (1), \(F_{-1/2}\) increases with \(\eta\), so \(\eta\) falls steadily as \(t\) grows, from \(+\infty\) to \(-\infty\). The chemical potential rises while \(\eta>\eta^*\) and falls afterwards. It has one turning point, a maximum.

**Position of the maximum.** The logarithm of (1) is \(\tfrac12\ln T+\ln F_{-1/2}(\eta)=\text{const}\). Write \(F_{-3/2}=dF_{-1/2}/d\eta\). This derivative defines \(F_{-3/2}\), because the integral with \(x^{-3/2}\) diverges at \(x=0\). Differentiation gives

\[
\frac{1}{2T}+\frac{F_{-3/2}}{F_{-1/2}}\frac{d\eta}{dT}=0 ,
\]

and with \(\mu=kT\eta\),

\[
\frac{d\mu}{dT}=k\left(\eta+T\frac{d\eta}{dT}\right)=k\left[\eta-\frac{F_{-1/2}(\eta)}{2F_{-3/2}(\eta)}\right].
\]

The maximum satisfies \(2\eta F_{-3/2}=F_{-1/2}\). The numerical root is \(\eta^*=1.3117\), and (1) then gives

\[
\frac{kT^*}{E_F}=0.9365,\qquad \frac{\mu^*}{E_F}=1.3117\times0.9365=1.228 .
\]

So \(\mu\) climbs by almost 23% of \(E_F\), and turns when \(kT\) is close to \(E_F\).

**High temperature.** For \(\eta\to-\infty\) the 1 in the Fermi denominator is negligible and \(F_{-1/2}\to e^\eta\). Equation (1) becomes \(e^\eta=2/\sqrt{\pi t}\), or

\[
\mu\simeq-\frac{kT}{2}\ln\frac{\pi t}{4},
\]

which falls without bound. This is the classical limit.

### (d) Numbers

The density gives \(k_F=\pi n/2=1.571\times10^8\ \mathrm{m^{-1}}\) and \(E_F=9.401\) meV, or \(1.506\times10^{-21}\) J. At 10 K, \(kT=0.8617\) meV, so the Fermi temperature is \(10\ \mathrm K\times9.401/0.8617=109.1\) K. Solving for \(\mu\) at fixed density gives

| \(T\) (K) | \(\eta\) | \(F_{-1/2}\) | \(\mu\) (meV) |
|---|---|---|---|
| 10 | 10.987 | 3.727 | 9.468 |
| 20 | 5.626 | 2.635 | 9.696 |
| 40 | 3.028 | 1.863 | 10.437 |
| 80 | 1.656 | 1.318 | 11.418 |
| 150 | 0.854 | 0.962 | 11.043 |
| 300 | 0.193 | 0.680 | 4.995 |
| 450 | −0.133 | 0.556 | −5.142 |

As a check of the density formula at 300 K, the prefactor \(\sqrt{2mkT/\pi}/\hbar\) is \(1.4696\times10^8\ \mathrm{m^{-1}}\), and \(1.4696\times10^8\times0.6804=1.000\times10^8\ \mathrm{m^{-1}}\).

The maximum lies at \(T^*=0.9365\times109.1=102.2\) K, with \(\mu^*=1.2284\times9.401=11.55\) meV.

The expansion (2) gives 9.466 meV at 10 K, 9.661 meV at 20 K and 10.440 meV at 40 K. Measured against the rise \(\mu-E_F\), it is 3% too small at 10 K and 12% too small at 20 K. At 40 K it is slightly too large, by 0.3%. The error has changed sign between 20 and 40 K, so the close agreement at 40 K is a crossing of two curves and not a sign that the expansion has become better.

At 450 K the electrons are still far from classical, although \(\mu\) is below the edge: \(F_{-1/2}=0.556\), whereas \(e^\eta=0.876\). The classical formula would put \(\mu\) at \(38.78\ln0.5556=-22.8\) meV instead of \(-5.1\) meV.

The values of \(\mu/E_F\) in the three dimensions compare as follows.

| \(kT/E_F\) | \(D=1\) | \(D=2\) | \(D=3\) |
|---|---|---|---|
| 0.1 | 1.0086 | 0.99999(5) | 0.9916 |
| 0.2 | 1.0377 | 0.9986 | 0.9646 |
| 0.5 | 1.1606 | 0.9273 | 0.7431 |
| 1.0 | 1.2271 | 0.5413 | −0.0215 |
| 2.0 | 0.9537 | −0.8655 | −2.4614 |

The entry 0.99999(5) stands for 0.999995. The wire at \(kT=2E_F\) still has \(\mu\) near \(E_F\), while in three dimensions \(\mu\) is already far below the band edge.

## Variation 1: return to the Fermi energy, and to the edge

*At which temperatures does \(\mu\) come back to \(E_F\), and when does it reach the subband edge?*

After its one maximum \(\mu\) falls without bound, so it passes each of these levels once on the way down. The return to \(E_F\) means \(\eta t=1\). With \(t=1/\eta\), equation (1) becomes

\[
F_{-1/2}(\eta)=2\sqrt{\eta/\pi}.
\]

The right side is the zero-temperature form of \(F_{-1/2}\), which the full function here meets at finite \(\eta\). The root is \(\eta=0.5274\), so \(t=1/0.5274=1.896\). In the example this is \(1.896\times109.09=206.8\) K.

At the edge \(\eta=0\). Expanding the Fermi function in powers of \(e^{-x}\) and integrating term by term gives

\[
F_{-1/2}(0)=1-\frac{1}{\sqrt2}+\frac{1}{\sqrt3}-\dots=0.6049 .
\]

Equation (1) then yields \(t=4/(\pi\times0.6049^2)=3.480\), or 379.6 K. Up to this temperature \(\mu\) lies inside the band.

## Variation 2: a second subband

*A second subband has its edge at \(\Delta>E_F\). Does the initial rise survive, and what happens to the maximum?*

At low temperature the density in the second subband carries the factor \(e^{-(\Delta-\mu)/kT}\), which is smaller than any power of \(T\). The quadratic rise (2) therefore survives for every \(\Delta>E_F\), but only while \(kT\ll\Delta-E_F\). When \(\Delta\) is close to \(E_F\), this range and the rise within it are very small. The maximum need not stay where it was.

For \(\Delta=100\) meV it lies at 102.0 K with \(\mu=11.55\) meV, practically as before. For \(\Delta=15\) meV it lies at 13.9 K with \(\mu=9.478\) meV. The rise has shrunk from 2.15 meV to 0.08 meV.

A very small population is enough to do this. At 13.9 K, \(kT=0.08617\times13.9=1.198\) meV, so the second subband has

\[
\eta_2=\frac{9.478-15}{1.198}=-4.61,\qquad F_{-1/2}(\eta_2)\simeq e^{-4.61}=0.010 .
\]

The prefactor is \(2.683\times10^7\sqrt{1.39}=3.16\times10^7\ \mathrm{m^{-1}}\), which gives \(n_2\simeq3.1\times10^5\ \mathrm{m^{-1}}\), or 0.3% of \(n\). But this population grows steeply. At fixed \(\mu\), \(n_2\propto\sqrt T\,e^{-(\Delta-\mu)/kT}\), so

\[
\frac{T}{n}\frac{\partial n_2}{\partial T}=\frac{n_2}{n}\left(\frac12+4.61\right)\simeq0.016 .
\]

For the first subband, part (b) gives \(n_1\propto\sqrt\mu\,[1-\tfrac{\pi^2}{24}(kT/\mu)^2]\), so its loss is

\[
-\frac{T}{n}\frac{\partial n_1}{\partial T}\simeq\frac{\pi^2}{12}\left(\frac{1.198}{9.478}\right)^2\simeq0.013
\]

to leading order. Gain and loss are of the same size, as they must be at the maximum; most of the remaining difference comes from the next term of the expansion. The steps of part (b) give \(\int y^4w\,dy=8\int_0^\infty y^3dy/(1+e^y)=48\,(1-\tfrac1{16}+\tfrac1{81}-\dots)=7\pi^4/15\), and \(N\propto\sqrt\mu\) has \(N''''/N=-15/(16\mu^4)\). The quartic term thus adds \(-\tfrac1{24}\cdot\tfrac{7\pi^4}{15}\cdot\tfrac{15}{16}(kT/\mu)^4=-\tfrac{7\pi^4}{384}(kT/\mu)^4\) to the bracket. This raises the loss by \(\tfrac{7\pi^4}{96}(1.198/9.478)^4\simeq0.002\), to 0.015.

The full single-subband rise of \(\mu\) thus requires the next edge to lie many \(kT\) above \(\mu\) up to temperatures near \(E_F/k\). The high-temperature rows of the table in (d) and the temperatures of Variation 1 need the same condition at up to three or four times that temperature, and \(\Delta=100\) meV no longer meets it there. At 380 K, \(kT=32.7\) meV, and with \(\mu=0\) the second subband would hold about \(e^{-100/32.7}/0.605\simeq8\%\) as many electrons as the first. The chemical potential is then lower than tabulated and reaches the edge at a lower temperature. The single-subband results also rest on a parabolic band and on independent electrons. Interactions, which can be strong in a wire, and disorder, which rounds the edge of \(g\), are not covered by them. The numerical output contains the values used here.

## Calculated quantities

```
effective mass = 0.10 electron masses
line density n = 1.000e+08 1/m
Fermi wavenumber k_F = 1.5708e+08 1/m
Fermi energy E_F = 9.4008 meV = 1.5062e-21 J
Fermi temperature E_F/k = 109.09 K
wire: T (K), kT (meV), prefactor (1/m), eta, F_-1/2, mu (meV)
    10   0.8617 2.6832e+07   10.9871   3.7269    9.4679
    20   1.7235 3.7946e+07    5.6261   2.6353    9.6964
    40   3.4469 5.3664e+07    3.0278   1.8635   10.4366
    80   6.8939 7.5892e+07    1.6563   1.3177   11.4184
   150  12.9260 1.0392e+08    0.8543   0.9623   11.0429
   300  25.8520 1.4696e+08    0.1932   0.6804    4.9946
   450  38.7780 1.7999e+08   -0.1326   0.5556   -5.1416
low-T expansion at 10 K: mu = 9.4657 meV
low-T expansion at 20 K: mu = 9.6606 meV
low-T expansion at 40 K: mu = 10.4402 meV
pi^2/12 = 0.82247
numerical t^2 coefficient, D=1: 0.82243
numerical t^2 coefficient, D=3: -0.82246
mu/E_F at fixed density: t, D=1, D=2, D=3
  0.1   1.008569   0.999995   0.991641
  0.2   1.037725   0.998648   0.964576
  0.5   1.160635   0.927293   0.743112
  1.0   1.227132   0.541325  -0.021461
  2.0   0.953713  -0.865504  -2.461439
maximum: eta = 1.31168, kT/E_F = 0.93649
maximum: mu/E_F = 1.22838
maximum: T = 102.16 K, mu = 11.5477 meV
return to E_F: eta = 0.52743, kT/E_F = 1.89597
return to E_F: T = 206.83 K
F_-1/2(0) = 0.604899
mu at subband edge: kT/E_F = 3.47972, T = 379.61 K
second subband at 100 meV: maximum at T = 102.0 K, mu = 11.5468 meV
second subband at 15 meV: maximum at T = 13.9 K, mu = 9.4780 meV
```
